# Periodic Energy of a Charged Sheet in a Uniform Background, part 2

We want the electrostatic energy $W$ of a charged surface in a periodic calculation, and how it depends on the cell height $L$. SI units are used; $e$ is the elementary charge.

A sheet of charge density $\sigma$ lies at $z=0$ in vacuum and repeats with period $L$ along $z$. The cell area is $A$, and the charge per cell is $q=\sigma A$. A uniform background $-\sigma/L$ neutralises the cell, and the potential $\phi$ is periodic, with field $E=-d\phi/dz$ along $z$. When $L$ varies, $\sigma$ and $A$ are fixed. For a thin, laterally uniform sheet,

$$E(z)=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{2z}L\right),\qquad \frac WA=\frac{\sigma^2L}{24\varepsilon_0}.$$

$$\phi(z)=\phi(0)-\frac{\sigma}{2\varepsilon_0}\left(z-\frac{z^2}{L}\right),\qquad 0\le z\le L .$$

If the charge has a profile of variance $s^2$ along $z$,

$$\frac WA=\frac{\sigma^2L}{24\varepsilon_0}-\frac{\sigma^2}{4\varepsilon_0}\langle|z-z'|\rangle+\frac{\sigma^2s^2}{2\varepsilon_0L},$$

where the average is over two independent positions drawn from the profile. For a Gaussian of standard deviation $s$, $\langle|z-z'|\rangle=2s/\sqrt\pi$.

Charge concentrated at lattice points also has lateral waves, with in-plane reciprocal-lattice vectors $\mathbf k\ne0$ and $k=|\mathbf k|$. The potential of each wave decays from its layer as $e^{-k|z|}$. For point charges $q$, one per cell, the interaction with the layers at $mL$, $m\ne0$, gives the image term per cell:

$$W_{\rm im}=\frac q2\sum_{\mathbf k\ne0}\frac{q}{2\varepsilon_0Ak}\,2\sum_{m=1}^\infty e^{-kmL}
=\frac{q^2}{2\varepsilon_0A}\sum_{\mathbf k\ne0}\frac1{k\,(e^{kL}-1)} .$$

The lateral structure within one layer adds energy independent of $L$.

The numerical example has $q=e$, a surface cell of $1.5\times1.5$ nm, so $A=2.25$ nm² and $\sigma=0.444\,e$/nm², and $L=4$ nm. With $e/\varepsilon_0=18.095$ V nm, the slope $W/L$ is 0.335 eV/nm and the thin-sheet energy is 1.34 eV per cell. Smeared charges have $s=0.1$ nm. At the growth temperature of 900 K the thermal energy is 0.0776 eV.

**Q.** You smeared the charges earlier. Does that spoil the image term?

**A.** Not while the smeared charges of neighbouring layers fail to overlap. For spherical Gaussians of standard deviation $s$, the in-plane smearing multiplies a wave by $e^{-k^2s^2/2}$ for each of the two charges. Smearing along $z$ averages the exponential $e^{-k|z|}$. On one side of a layer this is the average of $e^{kx}$ over a Gaussian, which is $e^{+k^2s^2/2}$ for each charge. The factors cancel.

For the example the smallest wavevector is $2\pi/(1.5\ \text{nm})$, so the decay is rapid. The image term is 0.0076 eV at $L=1.5$ nm and $2.0\times10^{-7}$ eV at 4 nm.

A full three-dimensional reciprocal-space sum tests the combination. With $s=0.1$ nm, raising $L$ from 1.5 to 3 nm changes the summed energy by 0.481683 eV. The formulas for the linear term, the $1/L$ smearing term and the image term together give the same printed number. Most of it is the linear part, $0.3351\times1.5=0.503$ eV; the other two terms fall as the cell grows and reduce the change.

**Q.** My surface belongs to a semiconductor slab with a relative permittivity of about 12. Surely the coefficient must be divided by 12.

**A.** Not if the slab thickness stays fixed and the added height is vacuum. The slab changes the energy by a large amount, but that amount tends to a constant.

Let the slab occupy $0<z<t$, with relative permittivity $\varepsilon$, and let the charged sheet lie on its face at $z=0$. The sheet and the background are the free charges; the background also passes through the slab. The displacement $D$ obeys $dD/dz=\rho_{\rm free}$, hence for $0<z<L$

$$D=D_1+D_0,\qquad D_1=\sigma\left(\frac12-\frac zL\right),$$

where $D_0$ is a constant. In vacuum alone symmetry made $D_0$ zero. A slab on one side removes that symmetry, so $D_0$ must be found from the condition of zero total voltage:

$$\int_0^L\frac{D_1+D_0}{\varepsilon(z)}\,dz=0 .$$

Here $\varepsilon(z)$ is $\varepsilon$ in the slab and one outside. Define $\eta=1-1/\varepsilon$, so that $1/\varepsilon(z)$ is $1-\eta$ in the slab. Define also

$$I_1=\int_0^tD_1dz=\sigma\left(\frac t2-\frac{t^2}{2L}\right),$$

$$I_2=\int_0^tD_1^2dz=\sigma^2\left(\frac t4-\frac{t^2}{2L}+\frac{t^3}{3L^2}\right).$$

Since $D_1$ integrates to zero over the whole cell, $\int D_1/\varepsilon(z)\,dz=-\eta I_1$. Also $\int dz/\varepsilon(z)=L-\eta t$. The voltage condition gives

$$D_0=\frac{\eta I_1}{L-\eta t}.$$

**Q.** And the energy, including the cost of polarising the slab?

**A.** For a linear dielectric the work needed to assemble the free charge is $\frac12\int ED\,dz$ per area, with $E=D/[\varepsilon_0\varepsilon(z)]$. This includes the energy stored in the polarisation. Expand the square of $D_1+D_0$:

$$\frac WA=\frac1{2\varepsilon_0}\left[\int\frac{D_1^2}{\varepsilon(z)}dz+2D_0\int\frac{D_1}{\varepsilon(z)}dz+D_0^2\int\frac{dz}{\varepsilon(z)}\right].$$

The first integral is $\sigma^2L/12-\eta I_2$. The second term is $-2\eta^2I_1^2/(L-\eta t)$, and the third is $+\eta^2I_1^2/(L-\eta t)$. Thus

$$\frac WA=\frac1{2\varepsilon_0}\left[\frac{\sigma^2L}{12}-\eta I_2-\frac{\eta^2I_1^2}{L-\eta t}\right].$$

For $L\gg t$, keep terms through $1/L$. Then $\eta I_2\approx\eta\sigma^2[t/4-t^2/(2L)]$, and $\eta^2I_1^2/(L-\eta t)\approx\eta^2\sigma^2t^2/(4L)$. This gives

$$\frac WA\approx\frac{\sigma^2L}{24\varepsilon_0}-\frac{\eta\sigma^2t}{8\varepsilon_0}+\frac{\eta(2-\eta)\sigma^2t^2}{8\varepsilon_0L}.$$

The slab removes most of the field energy that its own volume would hold, and that volume is fixed. Differentiation of the last term gives a negative contribution to the slope, proportional to $1/L^2$, so in this dielectric model the slope approaches its limit from below at large $L$.

**Q.** Does this expression behave properly at its extremes?

**A.** Two limits can be checked. If the dielectric fills the cell, $t=L$, then $I_1=0$ and $I_2=\sigma^2L(1/4-1/2+1/3)=\sigma^2L/12$. The bracket becomes $(1-\eta)\sigma^2L/12$, and $W/A=\sigma^2L/(24\varepsilon_0\varepsilon)$. Your division by the permittivity is correct in that case, where the added material is dielectric.

If $\varepsilon\to\infty$ at fixed $t$, then $\eta=1$. Since $I_1=\sigma t(L-t)/(2L)$, the bracket is

$$\sigma^2\left[\frac L{12}-\frac t4+\frac{t^2}{2L}-\frac{t^3}{3L^2}-\frac{t^2(L-t)}{4L^2}\right]=\frac{\sigma^2(L-t)^3}{12L^2}.$$

Only the vacuum gap then holds field energy. The energy vanishes as the gap closes, and its slope still tends to $\sigma^2/(24\varepsilon_0)$ when the gap becomes large.

**Q.** Put the semiconductor slab into the numerical example.

**A.** Take $t=1$ nm and $\varepsilon=12$, so $\eta=0.917$. At $L=4$ nm, $I_1/\sigma=0.375$ nm, $I_2/\sigma^2=0.1458$ nm and $L-\eta t=3.083$ nm. The prefactor per cell is $q^2/(2\varepsilon_0A)=18.095/(2\times2.25)=4.021$ eV/nm. The shift from the thin sheet in vacuum is therefore

$$-4.021\left[0.917\times0.1458+\frac{(0.917\times0.375)^2}{3.083}\right]\text{eV}=-0.69\ \text{eV}.$$

The energy drops from 1.34 to 0.65 eV per cell, about half the vacuum value. The correction is not small at this height.

The slope behaves differently. Between 4 and 8 nm it is 0.308 eV/nm; between 8 and 16 nm, 0.328 eV/nm; between 16 and 40 nm, 0.334 eV/nm; and between 40 and 80 nm, 0.3348 eV/nm. The vacuum value is 0.3351 eV/nm. The shift is $-0.909$ eV at 80 nm, against a limit of $-0.922$ eV.

A finite-volume solution of Poisson's equation, with 4000 nodes in each cell, supplied the energies at 4, 8, 16, 40 and 80 nm. Each agrees with the closed formula to within one part in $10^5$ of the energy.

**Q.** So may I subtract the linear term and call the remainder the energy of an isolated charged slab?

**A.** No. An isolated, infinite charged plane has a field that does not decay, and its total field energy per area diverges. The remainder is a finite part defined by the subtraction. It includes the thickness and polarisation constants, and at finite $L$ also the terms in $1/L$.

A physical surface charge has a countercharge somewhere: in a space-charge layer, on an electrode or on another surface. Its energy depends on where that countercharge lies. Subtracting $\sigma^2L/(24\varepsilon_0)$ removes the leading dependence on cell height, but it does not supply the missing countercharge.

**Q.** Suppose the sheet is negative. The energy contains $\sigma^2$, so nothing changes?

**A.** The energy formula is unchanged as long as the charge stays on the slab. The sign matters for whether it does. The difference in potential between the sheet and the midplane is

$$\phi(0)-\phi(L/2)=\frac\sigma{2\varepsilon_0}\left(\frac L2-\frac L4\right)=\frac{\sigma L}{8\varepsilon_0}.$$

In the example its magnitude is 4.02 V. An electron has potential energy $U=-e\phi$. For a positive sheet, $U$ is lowest at the sheet. For a negative sheet the background is positive, and $U$ is lowest in the middle of the vacuum.

With $v=z-L/2$, the identity $z-z^2/L=L/4-v^2/L$ gives, for $\sigma<0$,

$$U(z)=U(0)-\frac{e|\sigma|L}{8\varepsilon_0}+\frac{e|\sigma|}{2\varepsilon_0L}\,v^2 .$$

This is a harmonic well between neighbouring sheets. Comparing its last term with $\frac12m\omega^2v^2$, where $m$ is the electron mass, gives

$$\hbar\omega=\hbar\sqrt{\frac{e|\sigma|}{\varepsilon_0Lm}} .$$

At 4 nm the zero-point energy $\hbar\omega/2$ is 0.196 eV. Numerical diagonalisation in the potential between two sheets gives the same value to the printed four decimals.

**Q.** When do electrons actually leave the slab?

**A.** Let $\Phi$ be the energy needed to raise the slab's highest electron to the electrostatic level $U(0)$. The lowest state of the well lies $e|\sigma|L/(8\varepsilon_0)-\hbar\omega/2$ below $U(0)$. Spill becomes energetically possible when

$$\frac{e|\sigma|L}{8\varepsilon_0}-\frac{\hbar\omega}2>\Phi .$$

For $\Phi=4$ eV, ignoring the zero-point energy gives a threshold of $8\times4/(18.095\times0.4444)=3.98$ nm. Including it raises the threshold to 4.17 nm. At 4 nm the well state is $4.021-0.196=3.825$ eV below $U(0)$, so it still lies about 0.17 eV above the slab's highest electron. That margin is only about twice the thermal energy at 900 K.

This is an estimate with the charge frozen on a thin sheet in vacuum. Slab polarisation shifts the threshold considerably. With the 1 nm slab of permittivity 12, the same $\Phi$ measured from the level at the charged face, and the escaping electron confined to the vacuum, the well is shallower: at 4 nm its lowest state lies 2.23 eV below $U(0)$, and the threshold rises to about 5.8 nm. Rearrangement of the electrons would change it again. Beyond the threshold, the assumption of fixed charge on the slab fails, and the linear law can no longer be applied with the original $\sigma$. For a negative slab, then, increasing the vacuum height without limit is not a safe route to the asymptotic slope.

**Q.** How close is all this to a real semiconductor surface?

**A.** The cell area and the charge in it are roughly those of one charged defect or adatom in a modest surface cell of a silicon (001) slab. The charge density, $4.4\times10^{13}$ elementary charges per cm², is high: a depletion layer in doped silicon typically balances something nearer $10^{12}$ per cm², as a rough figure. The field beside the thin sheet is 40 MV/cm. With the slab present, the voltage across its 1 nm thickness is 0.326 V, a mean field of 3.3 MV/cm, about ten times the rough breakdown field of bulk silicon. Across so thin a slab, however, an electron gains less than the rough gap of 1.1 eV, so this drop alone does not align the valence band at one face with the conduction band at the other. For the laterally uniform sheet at 4 nm, including the slab as a linear dielectric moves the result from 1.34 to 0.65 eV per cell. A localised charge also polarises the slab through its lateral waves. That shift is not included here; it hardly depends on the vacuum height once the cell is tall, but it depends strongly on the size and height of the charge. For a spherical Gaussian centred on the face it is about $-1.8$ eV at a standard deviation of 0.1 nm, more than the shift just given, and about $-0.44$ eV at 0.2 nm. For the 0.1 nm charge raised 0.2 nm above the face it is about $-0.46$ eV. A uniform permittivity is itself a rough description of a slab a few atomic layers thick. Real surfaces also break the assumption of a uniform countercharge, and for them the linear term is an artefact of the periodic model, not a contribution to the surface energy.

**Q.** What would you demand of a growth calculation before using its charged-surface energies?

**A.** At fixed $\sigma$, $A$ and slab thickness, I would compute several vacuum heights and fit the energies with a constant, a linear term and a term in $1/L$, and compare the linear coefficient with $\sigma^2A/(24\varepsilon_0)$ per cell. Higher powers of $1/L$ bias such a fit in short cells: for the dielectric slab of the example it gives a slope about 4% low from heights of 2, 3 and 4 nm, and 0.2% low from 4, 8 and 16 nm. The $1/L$ term can be much larger than the dielectric model suggests. A slab made of atoms has a mean inner potential $V_0$ relative to the vacuum, even when neutral. The background inside the slab has charge $-qt/L$ per cell, which adds an energy $-qV_0t/L$. For silicon $V_0$ is roughly 13 V when all electrons are included; with pseudopotentials the value depends on how the mean potential is defined. With $t=1$ nm and $q=e$, this term raises the mean slope between 4 and 8 nm by about 0.4 eV/nm, more than the limiting slope itself; for $q=-e$ it lowers the slope by the same amount. For a negative slab I would also confirm that no electron density has collected in mid-vacuum. If charge states are to be compared, the position of the physical countercharge must be specified and its energy included.

## Table of computed values

```
Surface cell side: 1.50 nm
Surface cell area: 2.250 nm^2
e/eps0: 18.0951 V nm
Charge density: 0.4444 e/nm^2
Charge density: 7.121 uC/cm^2
Cell height: 4.00 nm
Slope per area: 0.14893 eV/nm^3
Slope per surface cell: 0.33509 eV/nm
Thin-sheet energy per area: 0.59572 eV/nm^2
Same energy per area: 0.09545 J/m^2
Thin-sheet energy per surface cell: 1.3404 eV
Fourier sum per surface cell: 1.3404 eV
Numerical field energy per cell: 1.3400 eV
Field beside thin sheet: 40.21 MV/cm
Potential drop to mid-vacuum: 4.0211 V
Rough growth temperature: 900 K
Thermal energy kT: 0.0776 eV
Thin-sheet energy / kT: 17.3
Gaussian charge width (std dev): 0.10 nm
Smearing constant: -0.2269 eV
Smearing 1/L term: 0.01005 eV
Lateral image term at 1.5 nm: 0.00757 eV
Lateral image term at 4 nm: 2.03e-07 eV
3D sum, energy change 1.5 to 3 nm: 0.481683 eV
Formula, energy change 1.5 to 3 nm: 0.481683 eV
Slab thickness: 1.00 nm
Rough relative permittivity: 12.0
Energy with slab, L = 4 nm: 0.6487 eV
Energy with slab, L = 8 nm: 1.8791 eV
Energy with slab, L = 16 nm: 4.5012 eV
Energy with slab, L = 40 nm: 12.5070 eV
Energy with slab, L = 80 nm: 25.8985 eV
Slope with slab, 4 to 8 nm: 0.30760 eV/nm
Slope with slab, 8 to 16 nm: 0.32776 eV/nm
Slope with slab, 16 to 40 nm: 0.33358 eV/nm
Slope with slab, 40 to 80 nm: 0.33479 eV/nm
Slab polarisation shift at 4 nm: -0.6917 eV
Slab polarisation shift at 80 nm: -0.9091 eV
Slab polarisation shift, limit: -0.9215 eV
Voltage across slab at 4 nm: 0.3260 V
Rough band gap: 1.10 eV
Rough electron binding: 4.00 eV
Well zero-point energy, formula: 0.1957 eV
Well zero-point energy, diagonalised: 0.1957 eV
Spill height without zero-point energy: 3.979 nm
Spill height with zero-point energy: 4.170 nm
```
